# Spin-flip Tamm-Dancoff for minimal-basis H2 from the triplet reference

## The question

Two protons are a distance $R$ apart. Each carries one real, normalized s function, $a$ or $b$, with overlap $s=\langle a|b\rangle$. Symmetry fixes the molecular orbitals,

$$
g=\frac{a+b}{\sqrt{2+2s}},\qquad u=\frac{a-b}{\sqrt{2-2s}} .
$$

Hartree atomic units are used. Let $h_p=\langle p|\hat h|p\rangle$ be the kinetic energy plus the attraction to both nuclei, let $(pq|rs)$ be the repulsion between the charge clouds $pq$ and $rs$, and write $J_{pq}=(pp|qq)$ and $K=(gu|gu)$. Total energies include $1/R$.

The reference is the triplet determinant $|g{\uparrow}\,u{\uparrow}\rangle$. Exchange is a fraction $c$ of exact exchange plus a fraction $1-c$ of local spin-density exchange, with no correlation functional:

$$
E_x^{\rm loc}=-\tfrac34\left(\tfrac6\pi\right)^{1/3}\sum_\sigma\int n_\sigma^{4/3}\,d^3r,
\qquad
v_\sigma=-\left(\tfrac{6n_\sigma}{\pi}\right)^{1/3}.
$$

**(a)** List the determinants reached by moving one electron from an occupied ↑ orbital to an empty ↓ orbital. Compare them with the single excitations of $|g{\uparrow}\,g{\downarrow}\rangle$.

**(b)** Derive the spin-flip Tamm-Dancoff (SF-TDA) matrix from the energy of slightly tilted spins.

**(c)** For $c=1$, find the four energies, identify the states, and compare with full configuration interaction (CI). Evaluate them for STO-3G at $R=1.4$ bohr.

**(d)** For $c=1$, find the dissociation limits.

**(e)** For $c<1$, decide whether the ground state still dissociates into two atoms. Treat the kernel of (b) and also the collinear kernel, in which the local exchange functional gives no coupling between spin flips.

## Answer to (a)

A flip removes $i{\uparrow}$ and puts $a{\downarrow}$ in its place, with $i,a\in\{g,u\}$. Exchanging the two entries of a determinant changes its sign, so

$$
\begin{aligned}
\Phi_1&=(u\to g)=|g{\uparrow}\,g{\downarrow}\rangle, &
\Phi_2&=(g\to u)=|u{\downarrow}\,u{\uparrow}\rangle=-|u{\uparrow}\,u{\downarrow}\rangle,\\
\Phi_3&=(g\to g)=|g{\downarrow}\,u{\uparrow}\rangle=-|u{\uparrow}\,g{\downarrow}\rangle, &
\Phi_4&=(u\to u)=|g{\uparrow}\,u{\downarrow}\rangle .
\end{aligned}
$$

With one ↑ and one ↓ electron in two orbitals there are $2\times2=4$ determinants of $M_S=0$. All four appear: the closed shell $g^2$, the double excitation $u^2$, and two open-shell determinants.

The spin-conserving single excitations of $|g{\uparrow}\,g{\downarrow}\rangle$ replace one $g$ by $u$. They give the open-shell determinants but not $u^2$, which needs two replacements. From the triplet, both $g^2$ and $u^2$ are one flip away, so they are treated on the same footing.

## Answer to (b)

Tilt the two occupied spinors by a small real amount $\theta$:

$$
\psi_i=\phi_i{\uparrow}+\theta\sum_a x_{ia}\,\phi_a{\downarrow},\qquad \sum_{ia}x_{ia}^2=1 .
$$

Let $X$ be the matrix of the $x_{ia}$. The overlap matrix of the spinors is $1+\theta^2XX^T$. Multiplying by its inverse gives the density matrix of the orthonormalized pair, to the order needed:

$$
P^{\uparrow\uparrow}=1-\theta^2XX^T,\qquad
P^{\uparrow\downarrow}=\theta X,\qquad
P^{\downarrow\downarrow}=\theta^2X^TX .
$$

The energy change has three parts of order $\theta^2$.

*Diagonal spin blocks.* Their changes are already of order $\theta^2$, so they multiply the Fock matrices of the reference. The ↑ matrix $F^\uparrow$ contains $\hat h$, the Hartree potential, exact exchange times $c$, and $v_\uparrow$ times $1-c$. The ↓ matrix $F^\downarrow$ contains only $\hat h$ and the Hartree potential, because the reference has no ↓ electron. The contribution is

$$
\theta^2\Big[\sum_{iab}F^\downarrow_{ab}x_{ia}x_{ib}-\sum_{ija}F^\uparrow_{ij}x_{ia}x_{ja}\Big].
$$

By inversion symmetry the Fock matrices are diagonal, with elements $\varepsilon_{p\uparrow}$ and $\varepsilon_{p\downarrow}$.

*Exact exchange.* This energy is $-\frac c2\sum_{\sigma\tau}\sum_{pqrs}(pq|rs)P^{\sigma\tau}_{ps}P^{\sigma\tau}_{qr}$. The blocks ↑↓ and ↓↑ contribute equally, which cancels the factor $\frac12$ and leaves $-c\,\theta^2\sum x_{ia}x_{jb}(ij|ab)$.

*Local exchange.* At each point the spin density is a $2\times2$ matrix with off-diagonal element $\nu=\theta\sum x_{ia}\phi_i\phi_a$. The noncollinear functional uses its eigenvalues as the two spin densities. With $n=g^2+u^2$ the reference density, the large eigenvalue gains $\nu^2/n$ beyond the change of the diagonal element. This changes the energy by $\int v_\uparrow\nu^2/n$, which is a lowering because $v_\uparrow<0$. The small eigenvalue is of order $\theta^2$, and its energy, a $4/3$ power, is of order $\theta^{8/3}$, which is negligible beside $\theta^2$.

The sum is $E(\theta)-E_{\rm ref}=\theta^2x^TAx$ to leading order, with

$$
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_{a\downarrow}-\varepsilon_{i\uparrow})
-c\,(ij|ab)+(1-c)\int\phi_i\phi_a\,f\,\phi_j\phi_b\,d^3r,
$$

$$
f=\frac{v_\uparrow-v_\downarrow}{n_\uparrow-n_\downarrow}=\frac{v_\uparrow}{n}
=-\left(\tfrac6\pi\right)^{1/3}n^{-2/3},
$$

since $v_\downarrow=0$ in the reference. The SF-TDA energies are $E_{\rm ref}+\omega$, where $Ax=\omega x$. The Tamm-Dancoff approximation drops the coupling to flips from occupied ↓ to empty ↑ orbitals. Here there are no such flips, so nothing is lost by it.

The numerical check compares $x^TAx$ with $[E(\theta)-E_{\rm ref}]/\theta^2$ for explicitly tilted spinors. For $c<1$, two values of $\theta$ are combined to remove the term of relative order $\theta^{2/3}$ that comes from the small eigenvalue. The largest remaining difference is $6\times10^{-7}$ hartree.

## Answer to (c)

**Orbital energies.** For $c=1$ each ↑ electron's exact exchange cancels its own repulsion:

$$
\varepsilon_{g\uparrow}=h_g+J_{gg}+J_{gu}-J_{gg}-K=h_g+J_{gu}-K,\qquad
\varepsilon_{u\uparrow}=h_u+J_{gu}-K .
$$

An empty ↓ orbital feels the repulsion of both electrons and no exchange:

$$
\varepsilon_{g\downarrow}=h_g+J_{gg}+J_{gu},\qquad
\varepsilon_{u\downarrow}=h_u+J_{uu}+J_{gu}.
$$

**Matrix elements.** Elements between $\{\Phi_1,\Phi_2\}$ and $\{\Phi_3,\Phi_4\}$ contain an odd number of $u$ factors and vanish by inversion. The others are

$$
\begin{aligned}
A_{11}&=\varepsilon_{g\downarrow}-\varepsilon_{u\uparrow}-J_{gu}=h_g-h_u+J_{gg}-J_{gu}+K,\\
A_{22}&=\varepsilon_{u\downarrow}-\varepsilon_{g\uparrow}-J_{gu}=h_u-h_g+J_{uu}-J_{gu}+K,\\
A_{12}&=-(ug|gu)=-K,\\
A_{33}&=\varepsilon_{g\downarrow}-\varepsilon_{g\uparrow}-J_{gg}=K,\\
A_{44}&=\varepsilon_{u\downarrow}-\varepsilon_{u\uparrow}-J_{uu}=K,\\
A_{34}&=-(gu|gu)=-K .
\end{aligned}
$$

**Comparison with full CI.** The reference energy is $E_{\rm ref}=h_g+h_u+J_{gu}-K+1/R$. Adding it to the diagonal gives

$$
E_{\rm ref}+A_{11}=2h_g+J_{gg}+1/R\equiv E_{gg},\qquad
E_{\rm ref}+A_{22}=2h_u+J_{uu}+1/R\equiv E_{uu},
$$

and $E_{\rm ref}+K=h_g+h_u+J_{gu}+1/R$ for $\Phi_3$ and $\Phi_4$. These are the expectation values of the Hamiltonian in the four determinants.

The Hamiltonian couples $|g{\uparrow}\,g{\downarrow}\rangle$ to $|u{\uparrow}\,u{\downarrow}\rangle$ by $+K$, and $|u{\uparrow}\,g{\downarrow}\rangle$ to $|g{\uparrow}\,u{\downarrow}\rangle$ by $+K$. The minus signs in $\Phi_2$ and $\Phi_3$ turn both into $-K$. Hence $E_{\rm ref}+A$ is the full Hamiltonian matrix of the $M_S=0$ space, and SF-TDA with $c=1$ equals full CI in this basis at every $R$.

**Open-shell states.** The block with diagonal $K$ and coupling $-K$ has roots $0$ and $2K$.

- For $\omega=0$ the state is $(\Phi_3+\Phi_4)/\sqrt2=(|g{\uparrow}\,u{\downarrow}\rangle-|u{\uparrow}\,g{\downarrow}\rangle)/\sqrt2$. Its orbital part, $g(1)u(2)-u(1)g(2)$, is antisymmetric, so this is the $M_S=0$ triplet. It has the energy of the reference, as members of one triplet must.
- For $\omega=2K$ the orbital part is symmetric. This is the open-shell singlet.

**Closed-shell states.** The other block gives

$$
E_\mp=\frac{E_{gg}+E_{uu}}2\mp\sqrt{\left(\frac{E_{uu}-E_{gg}}2\right)^2+K^2}.
$$

The lower root is the ground state, and the upper is the doubly excited singlet.

**Numbers at $R=1.4$ bohr.** The STO-3G integrals, in hartree, are $h_g=-1.252797$, $h_u=-0.475602$, $J_{gg}=0.674594$, $J_{uu}=0.697495$, $J_{gu}=0.663564$, $K=0.181258$ and $1/R=0.714286$. Then

$$
\begin{aligned}
A_{11}&=-1.252797+0.475602+0.674594-0.663564+0.181258=-0.584907,\\
A_{22}&=-0.475602+1.252797+0.697495-0.663564+0.181258=0.992384 .
\end{aligned}
$$

Half their sum is $0.203739$ and half their difference is $0.788646$. The closed-shell roots are

$$
\omega=0.203739\mp\sqrt{0.788646^2+0.181258^2}=0.203739\mp0.809207,
$$

that is, $-0.60547$ and $1.01295$. The open-shell roots are $0$ and $0.36252$. With $E_{\rm ref}=-0.53181$, the ground-state energy is $-1.13728$ hartree. It lies $0.02056$ hartree below the single determinant $g^2$, at $-1.11671$. The weight of $g^2$ is $0.987$ in the ground state. By orthogonality, $u^2$ has the same weight in the upper root, which justifies the name "doubly excited" at this distance.

## Answer to (d)

At large $R$ the overlap and the product $ab$ vanish. Then

$$
g^2,\,u^2\to\tfrac12(a^2+b^2),\qquad gu\to\tfrac12(a^2-b^2).
$$

Let $U=(aa|aa)$ be the on-site repulsion. Two spherical clouds far apart repel as $1/R$, so

$$
J_{gg},J_{uu},J_{gu}\to\tfrac14\left(2U+\tfrac2R\right)=\tfrac12\left(U+\tfrac1R\right),\qquad
K\to\tfrac12\left(U-\tfrac1R\right).
$$

Let $E_H$ be the energy of one hydrogen atom in this basis. Each electron also feels the distant nucleus, so $h_g,h_u\to E_H-1/R$. The reference energy becomes

$$
E_{\rm ref}\to2E_H-\tfrac2R+(J_{gu}-K)+\tfrac1R
=2E_H-\tfrac2R+\tfrac1R+\tfrac1R=2E_H .
$$

The matrix elements become $A_{11}=A_{22}=K$ and $A_{12}=-K$. The closed-shell block is now identical to the open-shell block, and both have roots $0$ and $2K$:

$$
E_{\rm ground},E_{\rm triplet}\to2E_H,\qquad
E_{\rm open},E_{\rm double}\to2E_H+U-\tfrac1R .
$$

The ground state is $(\Phi_1+\Phi_2)/\sqrt2$. Its orbital part is

$$
\frac{g(1)g(2)-u(1)u(2)}{\sqrt2}=\frac{a(1)b(2)+b(1)a(2)}{\sqrt2},
$$

with one electron on each atom. Singlet and triplet are degenerate because the distant spins no longer interact. The upper singlets hold both electrons on one atom: in this basis $U$ is the cost of the ion pair and $-1/R$ its attraction. With one fixed function per atom the cost is much too large. Full CI in the aug-cc-pVTZ basis gives 0.473 hartree for the ion pair, against $U=0.775$ in STO-3G. At 20 bohr it places the ionic singlets 0.423 hartree above the ground state, with other excited singlets below them, starting at 0.376 hartree. The upper closed-shell root is now an equal mixture of $g^2$ and $u^2$, with orbital part $[a(1)a(2)+b(1)b(2)]/\sqrt2$, so the name "doubly excited" no longer describes it. The open-shell singlet does not change its form: $g(1)u(2)+u(1)g(2)$ is proportional to $a(1)a(2)-b(1)b(2)$ at every $R$.

The single determinant $g^2$ fails, because its energy tends to

$$
E_{gg}\to2\left(E_H-\tfrac1R\right)+\tfrac12\left(U+\tfrac1R\right)+\tfrac1R
=2E_H+\tfrac12\left(U-\tfrac1R\right).
$$

Half of its weight is ionic. The coupling to $u^2$ removes that half.

The STO-3G energies in hartree, with $R$ in bohr, are:

| $R$ | $g^2$ alone | ground | triplet | open singlet | double |
|---|---|---|---|---|---|
| 1.4 | −1.1167 | −1.1373 | −0.5318 | −0.1693 | 0.4811 |
| 3.0 | −0.8853 | −0.9852 | −0.9007 | −0.4304 | −0.3318 |
| 5.0 | −0.6864 | −0.9349 | −0.9323 | −0.3568 | −0.3532 |
| 20.0 | −0.5709 | −0.9332 | −0.9332 | −0.2086 | −0.2086 |

Two atoms have $2E_H=-0.9332$ hartree, which the ground state reaches. With $U=0.7746$, the determinant $g^2$ is too high at 20 bohr by $\frac12(0.7746-0.0500)=0.3623$ hartree, or 9.86 eV. The weight of $g^2$ in the ground state falls from 0.987 through 0.847 and 0.573 to 0.500.

At 1.4 bohr the ground state lies 0.204 hartree (5.55 eV) below two atoms. This number belongs to the small basis, whose atom has $-0.4666$ hartree instead of the exact $-\frac12$. Full CI at the same distance gives 0.173 hartree (4.70 eV) in cc-pVTZ and 0.174 hartree (4.73 eV) in cc-pVQZ, about 0.8 eV less.

## Answer to (e)

**The triplet condition.** Apply row 3 of $A$ to the vector $\Phi_3+\Phi_4$. For any $c$,

$$
\varepsilon_{g\downarrow}-\varepsilon_{g\uparrow}=c\,(J_{gg}+K)-(1-c)\int g^2v_\uparrow ,
$$

and therefore

$$
A_{33}+A_{34}=c(J_{gg}+K)-(1-c)\int g^2v_\uparrow-c(J_{gg}+K)+(1-c)\int g^2f\,(g^2+u^2)=0,
$$

because $fn=v_\uparrow$. Row 4 gives zero in the same way, with $g$ and $u$ exchanged. The triplet root is thus zero at every $R$. This vector tilts all spins by the same angle, and the noncollinear energy does not depend on the common direction of the spins. Without $f$ the cancellation is lost for $c<1$.

**Atomic quantities.** For one atom define

$$
D=\int a^2(v_\downarrow-v_\uparrow)\,d^3r=\left(\tfrac6\pi\right)^{1/3}\int a^{8/3}\,d^3r .
$$

The local exchange energy of the atom is $-\frac34D$, its Hartree self-repulsion is $\frac12U$, and exact exchange cancels the fraction $c$ of the latter. Hence

$$
E_{\rm atom}(c)=E_H+(1-c)\left(\tfrac12U-\tfrac34D\right).
$$

At large $R$ the reference consists of two such atoms. The $1/R$ terms cancel as in (d), so $E_{\rm ref}\to2E_{\rm atom}(c)$. What remains is to find the lowest $\omega$.

**Noncollinear kernel.** At large $R$ every ↓–↑ orbital splitting tends to $c(J+K)+(1-c)D$, where $J$ is the common limit of the Coulomb integrals. Each kernel integral in the two blocks tends to

$$
\int f\,\tfrac14(a^2+b^2)^2=\tfrac14\cdot2\int f a^4=\tfrac12\int a^2v_\uparrow=-\tfrac12D ,
$$

since $f=v_\uparrow/a^2$ near atom $a$ and likewise near $b$. For the pair $gu$ the square $(a^2-b^2)^2$ has the same limit. After subtracting $cJ$, both blocks have

$$
\text{diagonal}=cK+\tfrac12(1-c)D,\qquad
\text{coupling}=-cK-\tfrac12(1-c)D .
$$

The roots are $0$ and $2cK+(1-c)D=c\,(U-1/R)+(1-c)D$. The ground state goes to $2E_{\rm atom}(c)$, so dissociation is correct.

The ionic states are only approximate. Their excitation energy contains $(1-c)D$ in place of $(1-c)U$, and the attraction of the ions is reduced to $-c/R$.

**Collinear kernel.** Without the kernel integrals,

$$
\text{diagonal}=cK+(1-c)D,\qquad \text{coupling}=-cK,
$$

with roots $(1-c)D$ and $2cK+(1-c)D$. The ground state ends too high by $(1-c)D$ relative to two atoms of the same functional. The curve does become flat, but at the wrong energy.

**Numbers for $c=\frac12$.** With $D=0.4428$ hartree,

$$
2E_{\rm atom}=2\left[-0.46658+\tfrac12(0.38730-0.33210)\right]=-0.87796 .
$$

The two lowest roots, in hartree relative to the reference at the same $R$, are:

| $R$ (bohr) | ground, noncollinear | triplet, noncollinear | ground, collinear | triplet, collinear |
|---|---|---|---|---|
| 1.4 | −0.5570 | 0.0000 | −0.4281 | 0.2545 |
| 3.0 | −0.0774 | 0.0000 | 0.0973 | 0.2279 |
| 5.0 | −0.0023 | 0.0000 | 0.2161 | 0.2218 |
| 20.0 | 0.0000 | 0.0000 | 0.2214 | 0.2214 |

The collinear offset at 20 bohr is $\frac12D=0.2214$ hartree, or 6.02 eV. For both kernels the upper roots there are $\frac12(0.7746-0.0500)+0.2214=0.5837$, compared with $0.7246$ for full CI. These numbers belong to STO-3G. With a self-consistent triplet reference in larger bases, the collinear offset at 20 bohr is 4.51 eV (cc-pVDZ), 4.44 eV (cc-pVTZ) and 4.39 eV (aug-cc-pVTZ), while the two lowest noncollinear roots stay at zero.

The collinear kernel also mixes spins. Its open-shell diagonal elements are $cK-(1-c)\int g^2v_\uparrow$ and $cK-(1-c)\int u^2v_\uparrow$. When they differ, the eigenvectors are no longer equal mixtures of $\Phi_3$ and $\Phi_4$. At 1.4 bohr, $\langle S^2\rangle$ is 1.988 for the "triplet" and 0.012 for the open-shell singlet, instead of 2 and 0. The ground and doubly excited states remain singlets, because $g^2$ and $u^2$ are both singlets.

**Scope of the result.** The equality with full CI in (c) rests on two electrons in two orbitals. In a larger basis one electron remains in an ↑ orbital of the reference after every single flip. Determinants with both electrons outside $g$ and $u$ are then missing, and SF-TDA with $c=1$ is no longer full CI.

## Values computed for the example and the checks

```
H2, STO-3G; energies in hartree, R in bohr
atom: E_H = -0.466582, U = 0.774606, D = 0.442800
two atoms, exact exchange: 2E_H = -0.933164
Integrals at R = 1.4:
  h_g = -1.252797, h_u = -0.475602
  J_gg = 0.674594, J_uu = 0.697495
  J_gu = 0.663564, K = 0.181258
  1/R = 0.714286
Orbital energies at R = 1.4, c = 1:
  up:   g -0.770491, u 0.006704
  down: g 0.085361, u 0.885457
SF matrix at R = 1.4, c = 1:
  u->g diagonal -0.584907, g->u diagonal 0.992384
  their coupling -0.181258
  g->g diagonal 0.181258, u->u diagonal 0.181258
  their coupling -0.181258
  roots ground, triplet, open singlet, double:
   -0.605468 0.000000 0.362516 1.012946
  <S^2>: 0.0000 2.0000 0.0000 0.0000
c = 1 total energies (SF-TDA = full CI):
R  single g^2 | ground triplet open-singlet double | g^2 weight
 1.4 -1.116714 | -1.137276 -0.531808 -0.169292 0.481138 | 0.9873
 3.0 -0.885275 | -0.985157 -0.900675 -0.430440 -0.331819 | 0.8471
 5.0 -0.686416 | -0.934889 -0.932272 -0.356806 -0.353220 | 0.5728
20.0 -0.570861 | -0.933164 -0.933164 -0.208558 -0.208558 | 0.5000
ground state below two atoms at R = 1.4: 0.204112 hartree
  = 5.554 eV
g^2 error at R = 20: 0.362303 hartree
  = 9.859 eV
c = 1/2: energy of two atoms = -0.877961
c = 1/2 roots: ground triplet open-singlet double
R = 1.4, reference energy -0.481536
  noncollinear -0.55697 0.00000 0.39926 1.05388
  collinear    -0.42809 0.25450 0.43793 1.14300
R = 3.0, reference energy -0.846645
  noncollinear -0.07741 0.00000 0.45301 0.55861
  collinear    0.09727 0.22792 0.46409 0.60182
R = 5.0, reference energy -0.877252
  noncollinear -0.00225 0.00000 0.50860 0.51325
  collinear    0.21605 0.22177 0.50961 0.51582
R = 20.0, reference energy -0.877961
  noncollinear 0.00000 0.00000 0.58370 0.58370
  collinear    0.22140 0.22140 0.58370 0.58370
collinear <S^2> at R = 1.4: 0.0000 1.9882 0.0118 0.0000
collinear offset (1-c)D at c = 1/2: 0.221400 hartree
  = 6.025 eV
largest error of the spin-tilt test: 5.6e-07 hartree
```
